**Exact and quasi-steady diffusion-limited oxide growth**

The program compares the similarity law $X^2=4\lambda^2Dt$ with the quasi-steady law $X^2=2D\varepsilon t$. Here $X$ is the oxide thickness, $D$ the oxidant diffusivity, and $\varepsilon=C^*/N$ the solubility divided by the density of built-in oxidant; $\lambda$ solves $\sqrt\pi\lambda e^{\lambda^2}\operatorname{erf}\lambda=\varepsilon$. High-precision roots are asserted to give the expansion coefficients $1/3$ and $7/45$, and to obey the bound $\varepsilon/3$ at six values of $\varepsilon$ from $10^{-5}$ to 100. A time-dependent moving-boundary calculation, started from a nearly empty film, is asserted to reach the similarity growth rate and to satisfy the storage identity. A separate shooting calculation covers constant diffusivity and diffusivity proportional to concentration, and for the latter gives an error coefficient close to $8/15$. For round parameters in the regime of wet silicon oxidation, the output shows a thickness difference of 0.12 nm in about 1085 nm. A finite interface reaction rate lowers the quasi-steady thickness by 8.8% in the same example.

## Numerical check

```python
"""
Result under test: diffusion-limited oxide growth with a moving inner interface
obeys X^2 = 4 lam^2 D t, sqrt(pi) lam exp(lam^2) erf(lam) = eps = Cs/N.
The quasi-steady law X^2 = B t, B = 2 D Cs/N, overestimates the parabolic
constant by a relative amount eps/3 to leading order, and never by more.

X   oxide thickness             D  oxidant diffusivity in oxide
Cs  oxidant solubility          N  oxidant molecules built into unit oxide volume
y   2 lam^2 = X X'/D            u  x/X, depth as a fraction of the thickness
m   integral of u C/Cs over u from 0 to 1 (first moment of dissolved oxidant)
Coordinates are fixed in the oxide, with x = 0 at its outer surface.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.interpolate import BarycentricInterpolator
from scipy.optimize import brentq
from scipy.special import erf

mp.mp.dps = 40


def similarity_lambda(eps):
    """High-precision root of the interface balance."""
    def balance_float(lam):
        return np.sqrt(np.pi) * lam * np.exp(lam**2) * erf(lam) - float(eps)
    start = brentq(balance_float, 1e-12, 1.01 * np.sqrt(float(eps) / 2))

    def balance(lam):
        return mp.sqrt(mp.pi) * lam * mp.exp(lam**2) * mp.erf(lam) - eps
    start = mp.mpf(start)
    return mp.findroot(balance, (start, start * (1 + mp.mpf("1e-8"))))


def rate_ratio(eps):
    """Exact parabolic constant divided by the quasi-steady one."""
    return 2 * similarity_lambda(eps)**2 / eps


# --- The similarity profile solves the diffusion equation.
xs, ts, ds, ls = sp.symbols("x t D lam", positive=True)
profile = 1 - sp.erf(xs / (2 * sp.sqrt(ds * ts))) / sp.erf(ls)
assert sp.simplify(sp.diff(profile, ts) - ds * sp.diff(profile, xs, 2)) == 0

# --- Positive-term series of the interface balance.
for y_test in (mp.mpf("0.1"), mp.mpf(1), mp.mpf(4)):
    lam_test = mp.sqrt(y_test / 2)
    closed = (mp.sqrt(mp.pi) * lam_test * mp.exp(lam_test**2)
              * mp.erf(lam_test) / y_test)
    series = mp.fsum(y_test**n / mp.fac2(2 * n + 1) for n in range(80))
    assert abs(closed / series - 1) < mp.mpf("1e-30")

# --- Expansion coefficients and the bound, from numerical roots.
small = mp.mpf("1e-6")
first_coefficient = (1 - rate_ratio(small)) / small
second_coefficient = (rate_ratio(small) - 1 + small / 3) / small**2
assert abs(first_coefficient - mp.mpf(1) / 3) < 1e-6
assert abs(second_coefficient - mp.mpf(7) / 45) < 1e-6
for e in ("1e-5", "1e-3", "0.1", "1", "10", "100"):
    e = mp.mpf(e)
    assert 0 < 1 - rate_ratio(e) < e / 3

# --- Time-dependent moving-boundary calculation, units D = X0 = Cs = 1.
order = 20
k = np.arange(order + 1)
nodes = np.cos(np.pi * k / order)
scale = np.where((k == 0) | (k == order), 2.0, 1.0) * (-1.0)**k
diff = np.outer(scale, 1 / scale) / (
    nodes[:, None] - nodes[None, :] + np.eye(order + 1))
diff -= np.diag(diff.sum(axis=1))
u = (1 + nodes) / 2                 # u[0] = 1 is the inner interface
d1 = 2 * diff
d2 = d1 @ d1
gauss_x, gauss_w = np.polynomial.legendre.leggauss(30)
gauss_u, gauss_w = (gauss_x + 1) / 2, gauss_w / 2


def full_profile(inner):
    return np.concatenate(([0.0], inner, [1.0]))


def first_moment(f):
    return float(np.sum(gauss_w * gauss_u * BarycentricInterpolator(u, f)(gauss_u)))


def grow(eps, t_end):
    """Start from a nearly empty film of unit thickness."""
    def rhs(t, state):
        f, thick = full_profile(state[:-1]), state[-1]
        slope = d1 @ f
        speed = -eps * slope[0] / thick
        change = (d2 @ f) / thick**2 + u * speed / thick * slope
        return np.append(change[1:-1], speed)
    f0 = (1 - u)**8
    sol = solve_ivp(rhs, (0, t_end), np.append(f0[1:-1], 1.0),
                    method="Radau", rtol=1e-8, atol=1e-10)
    assert sol.success
    f, thick = full_profile(sol.y[:-1, -1]), sol.y[-1, -1]
    slope = d1 @ f
    return f0, f, thick, -eps * slope[0], slope[-1] / slope[0]


eps_pde = 0.5
f0, f_end, thick_end, y_pde, flux_ratio_pde = grow(eps_pde, 100.0)
lam_pde = float(similarity_lambda(mp.mpf(eps_pde)))
assert abs(y_pde / (2 * lam_pde**2) - 1) < 1e-5
assert abs(flux_ratio_pde / np.exp(lam_pde**2) - 1) < 1e-5
assert np.max(abs(f_end - (1 - erf(lam_pde * u) / erf(lam_pde)))) < 1e-5
assert 2 * first_moment(f_end) < 1 / 3

# Storage identity for a nonsimilar start, during and after the transient.
for e, t_end in ((0.5, 0.1), (0.5, 100.0), (0.05, 1.0)):
    start_f, end_f, end_x, end_y, _ = grow(e, t_end)
    left = end_x**2 * (1 + 2 * first_moment(end_f) * e)
    right = 1 + 2 * first_moment(start_f) * e + 2 * e * t_end
    assert abs(left / right - 1) < 1e-6

# After one diffusion time the rate is settled, while the film has hardly grown.
transient_growth = end_x - 1
transient_rate_error = end_y / (2 * float(similarity_lambda(mp.mpf("0.05")))**2) - 1
assert abs(transient_rate_error) < 1e-3
assert 0 < transient_growth < 0.05


# --- Shooting calculation for diffusivity D (C/Cs)^power.
def shooting(eps, power):
    """Return the growth ratio to quasi-steady and the dissolved moment m."""
    quasi_y = eps / (power + 1)

    def integrate(y):
        # Concentration f is the independent variable; q is the scaled flux.
        def rhs(f, state):
            depth, q, moment = state
            return [-f**power / q, y * depth, depth**2 / 2]
        return solve_ivp(rhs, (0, 1), [1.0, y / eps, 0.0], method="DOP853",
                         rtol=1e-11, atol=1e-13).y[:, -1]
    y = brentq(lambda trial: integrate(trial)[0], 0.5 * quasi_y, quasi_y,
               xtol=1e-15, rtol=1e-13)
    return y / quasi_y, integrate(y)[2]


for e in (0.001, 0.5):
    for power in (0, 1):
        ratio, moment = shooting(e, power)
        assert abs(ratio * (1 + 2 * moment * e) - 1) < 1e-8
        if power == 0:
            assert abs(ratio - float(rate_ratio(mp.mpf(e)))) < 1e-8
ratio_variable, moment_variable = shooting(0.001, 1)
variable_coefficient = (1 - ratio_variable) / 0.001
assert abs(variable_coefficient - 8 / 15) < 1e-3

# --- Worked example: round values in the regime of wet oxidation of silicon.
D = 6e-10             # cm2/s
Cs = 3e19             # cm^-3
N = 4.4e22            # cm^-3
hours = 4.0
seconds = hours * constants.hour
eps = Cs / N
lam = float(similarity_lambda(mp.mpf(eps)))
ratio = float(rate_ratio(mp.mpf(eps)))
B = 2 * D * Cs / N
B_um2_h = B * 1e8 * constants.hour
cm_to_nm = 1e7
X_quasi = np.sqrt(B * seconds)
X_exact = 2 * lam * np.sqrt(D * seconds)


def concentration(x, t):
    return Cs * (1 - mp.erf(x / (2 * mp.sqrt(D * t))) / mp.erf(lam))


interface_flux = -D * float(mp.diff(lambda x: concentration(x, seconds), X_exact))
interface_speed = float(mp.diff(lambda t: 2 * lam * mp.sqrt(D * t), seconds))
assert abs(interface_flux / (N * interface_speed) - 1) < 1e-9
stored = float(mp.quad(lambda x: concentration(x, seconds), [0, X_exact]))
built_in = N * X_exact
assert abs(stored / built_in / (eps / 2) - 1) < eps
thickness_error = X_quasi / X_exact - 1
assert abs(thickness_error / (eps / 6) - 1) < 2 * eps

# Rough dry-oxidation values, used only for the size of eps.
Cs_dry, N_dry = 5e16, 2.2e22
eps_dry = Cs_dry / N_dry
error_dry = float(1 - rate_ratio(mp.mpf(eps_dry)))

# Neglected finite reaction rate: diffusion and reaction resistances in series.
reaction = 6e-5       # cm/s
A = 2 * D / reaction
X_linear_parabolic = -A / 2 + np.sqrt(A**2 / 4 + B * seconds)
direct = solve_ivp(lambda t, x: [eps / (1 / reaction + x[0] / D)],
                   (0, seconds), [0.0], rtol=1e-10, atol=1e-16).y[0, -1]
assert abs(direct / X_linear_parabolic - 1) < 1e-7
reaction_shift = X_linear_parabolic / X_quasi - 1
interface_fraction = 1 / (1 + reaction * X_linear_parabolic / D)

# Neglected process errors; B follows an activation energy and B ~ pressure.
T, activation = 1273.0, 0.8    # K, eV
kB = constants.k / constants.e
change_1K = np.exp(-activation / (kB * (T + 1)) + activation / (kB * T)) - 1
matching_temperature = (1 - ratio) / change_1K
pressure = constants.atm / constants.torr
change_1Torr = 1 / pressure
assert abs(reaction_shift) > 100 * thickness_error
assert change_1K > 1 - ratio and change_1Torr > 1 - ratio

print(f"Diffusivity D = {D:.1e} cm2/s")
print(f"Solubility C* = {Cs:.1e} cm^-3")
print(f"Built-in oxidant density N = {N:.1e} cm^-3")
print(f"Growth time = {hours:.1f} h")
print(f"eps = C*/N = {eps:.4e} (no unit)")
print(f"lambda = {lam:.6f} (no unit)")
print(f"Quasi-steady B = {B_um2_h:.4f} um2/h")
print(f"Exact/quasi-steady B = {ratio:.8f} (no unit)")
print(f"Relative error of B, 1 - ratio = {1-ratio:.4e} (no unit)")
print(f"eps/3 = {eps/3:.4e} (no unit)")
print(f"Quasi-steady thickness = {X_quasi*cm_to_nm:.3f} nm")
print(f"Exact thickness = {X_exact*cm_to_nm:.3f} nm")
print(f"Thickness difference = {(X_quasi-X_exact)*cm_to_nm:.3f} nm")
print(f"Relative thickness error = {thickness_error:.4e} (no unit)")
print(f"Dissolved oxidant per area = {stored:.3e} cm^-2")
print(f"Built-in oxidant per area = {built_in:.3e} cm^-2")
print(f"Diffusion time X^2/D = {X_exact**2/D:.2f} s")
print(f"Dry case C* = {Cs_dry:.1e} cm^-3, N = {N_dry:.1e} cm^-3")
print(f"Dry case eps = {eps_dry:.3e}, error of B = {error_dry:.3e} (no unit)")
print(f"First expansion coefficient = {float(first_coefficient):.6f} (no unit)")
print(f"Second expansion coefficient = {float(second_coefficient):.6f} (no unit)")
for e in (0.01, 0.1, 1.0):
    r = float(rate_ratio(mp.mpf(e)))
    print(f"eps = {e:.2f}: exact/quasi-steady B = {r:.6f} (no unit)")
print(f"Moving-boundary run eps = {eps_pde:.2f}, final X/X0 = {thick_end:.3f}")
print(f"  X X'/D from run = {y_pde:.7f} (no unit)")
print(f"  2 lambda^2 from root = {2*lam_pde**2:.7f} (no unit)")
print(f"  Entering/consumed flux = {flux_ratio_pde:.6f} (no unit)")
print(f"  2m from run = {2*first_moment(f_end):.6f} (no unit)")
print("Nearly empty film, eps = 0.05, after time X0^2/D:")
print(f"  Fractional growth = {transient_growth:.5f} (no unit)")
print(f"  Relative rate error = {transient_rate_error:.2e} (no unit)")
print(f"D proportional to C: error/eps = {variable_coefficient:.5f} (no unit)")
print(f"Reaction velocity = {reaction:.1e} cm/s")
print(f"Linear-parabolic length A = {A*cm_to_nm:.1f} nm")
print(f"Linear-parabolic thickness = {X_linear_parabolic*cm_to_nm:.2f} nm")
print(f"Thickness shift from reaction = {100*reaction_shift:.2f} %")
print(f"Interface C/C* with reaction = {interface_fraction:.4f} (no unit)")
print(f"Temperature = {T:.0f} K, activation energy = {activation:.1f} eV")
print(f"Change of B for +1 K = {100*change_1K:.3f} %")
print(f"Temperature error matching storage = {matching_temperature:.3f} K")
print(f"Pressure = {pressure:.0f} Torr")
print(f"Change of B for +1 Torr = {100*change_1Torr:.3f} %")
print("all assertions hold")
```

Output:

```
Diffusivity D = 6.0e-10 cm2/s
Solubility C* = 3.0e+19 cm^-3
Built-in oxidant density N = 4.4e+22 cm^-3
Growth time = 4.0 h
eps = C*/N = 6.8182e-04 (no unit)
lambda = 0.018462 (no unit)
Quasi-steady B = 0.2945 um2/h
Exact/quasi-steady B = 0.99977280 (no unit)
Relative error of B, 1 - ratio = 2.2720e-04 (no unit)
eps/3 = 2.2727e-04 (no unit)
Quasi-steady thickness = 1085.441 nm
Exact thickness = 1085.318 nm
Thickness difference = 0.123 nm
Relative thickness error = 1.1362e-04 (no unit)
Dissolved oxidant per area = 1.628e+15 cm^-2
Built-in oxidant per area = 4.775e+18 cm^-2
Diffusion time X^2/D = 19.63 s
Dry case C* = 5.0e+16 cm^-3, N = 2.2e+22 cm^-3
Dry case eps = 2.273e-06, error of B = 7.576e-07 (no unit)
First expansion coefficient = 0.333333 (no unit)
Second expansion coefficient = 0.155555 (no unit)
eps = 0.01: exact/quasi-steady B = 0.996682 (no unit)
eps = 0.10: exact/quasi-steady B = 0.968143 (no unit)
eps = 1.00: exact/quasi-steady B = 0.768955 (no unit)
Moving-boundary run eps = 0.50, final X/X0 = 9.343
  X X'/D from run = 0.4320519 (no unit)
  2 lambda^2 from root = 0.4320519 (no unit)
  Entering/consumed flux = 1.241135 (no unit)
  2m from run = 0.314537 (no unit)
Nearly empty film, eps = 0.05, after time X0^2/D:
  Fractional growth = 0.04076 (no unit)
  Relative rate error = -1.15e-04 (no unit)
D proportional to C: error/eps = 0.53301 (no unit)
Reaction velocity = 6.0e-05 cm/s
Linear-parabolic length A = 200.0 nm
Linear-parabolic thickness = 990.04 nm
Thickness shift from reaction = -8.79 %
Interface C/C* with reaction = 0.0917 (no unit)
Temperature = 1273 K, activation energy = 0.8 eV
Change of B for +1 K = 0.574 %
Temperature error matching storage = 0.040 K
Pressure = 760 Torr
Change of B for +1 Torr = 0.132 %
all assertions hold
```
